# Film Stress from Wafer Curvature: The Stoney Equation Worked Through

## Problem

A film 500 nm thick covers one face of a wafer 725 µm thick. The biaxial modulus of the wafer is 180 GPa. The wafer was flat before deposition; afterwards, free to bend, it has a radius of curvature of 50 m.

(a) Derive the relation between film stress and curvature, and find the size of the stress.

(b) What decides whether the stress is tensile or compressive?

(c) The elastic modulus of the film is not given. Why is it not needed, and how large is the error of leaving it out?

(d) Which neglected effects matter most for a silicon wafer 200 mm in diameter?

Take the film to be uniform over the face, with equal stress in all in-plane directions. Both materials respond linearly and elastically, and the deflection is small.

## Hints

1. Equal stretching in two directions needs more stress than stretching in one. Find the modulus that relates equal in-plane stress to equal in-plane strain when the faces are free.

2. In a shallow bowl, the in-plane strain varies linearly through the thickness. Measure height from the midplane of the wafer.

3. Nothing holds the wafer. On any cut through wafer and film, the total in-plane force and the total bending moment must therefore vanish.

4. Keep the film thickness finite until the end. The size of the approximation can then be read off.

5. A curvature reading contains everything that bends the wafer. Ask what was there before the film.

## Full solution

### The biaxial modulus

Let the in-plane strains both equal $e$, and let the stress normal to the faces be zero. In an isotropic solid with Young modulus $E$ and Poisson ratio $\nu$, equal in-plane stresses $\sigma$ give

$$e=\frac{\sigma}{E}-\nu\frac{\sigma}{E}
\quad\Rightarrow\quad
\sigma=Me,\qquad M=\frac{E}{1-\nu}.$$

The second term is the sideways contraction caused by the stress in the other direction.

Silicon is cubic, not isotropic. For a (001) wafer, take axes along the cube edges, with 3 normal to the face. The strain $e_3$ follows from the free face:

$$0=\sigma_3=2C_{12}e+C_{11}e_3
\quad\Rightarrow\quad e_3=-\frac{2C_{12}}{C_{11}}e .$$

The in-plane stress is then

$$\sigma=(C_{11}+C_{12})e+C_{12}e_3
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e .$$

The bracket is $M$. Equal in-plane strain without shear looks the same after any rotation about the normal, and so does the resulting equal in-plane stress. Hence $M$ does not depend on in-plane direction, although $E$ and $\nu$ do.

The assumed inputs $C_{11}=166$ GPa and $C_{12}=64$ GPa, close to the constants of silicon, give $M=180.7$ GPa, consistent with the value in the problem. With $C_{44}=80$ GPa, the Young modulus is 130.4 GPa along [100] and 169.7 GPa along [110]. Inserting the [100] value in place of $M$ would give a stress of 457 MPa, which is far too low.

### Strain in the bent wafer

Let $z$ point upward from the wafer's midplane, with the film on top. Subscripts $s$ and $f$ denote wafer and film. Count the curvature $\kappa$ as positive when the edges rise; its size is $1/R$.

A line in the midplane bends to radius $R$. A line at height $z$ lies closer to the centre of curvature and has radius $R-z$, so its length is smaller by the factor $1-z/R$. With a uniform midplane strain $e_0$, the strain to first order is

$$e(z)=e_0-\kappa z .$$

In a spherical bowl this holds in both in-plane directions. The wafer stress is therefore $M_s(e_0-\kappa z)$. A flat disc cannot become a bowl without some additional stretching; Variation 2 finds its size.

### Force balance

Let $\sigma$ now mean the film stress averaged through the film thickness, in the bent state. Per unit width of a cut, the film carries the force $\sigma h_f$. In the wafer, the term linear in $z$ integrates to zero about the midplane, so

$$\sigma h_f+M_sh_se_0=0
\quad\Rightarrow\quad
e_0=-\frac{\sigma h_f}{M_sh_s}.$$

A film in tension compresses the wafer beneath it.

### Moment balance

Take moments about the midplane. The uniform part of the wafer stress contributes nothing, and the linear part gives

$$\int_{-h_s/2}^{h_s/2}M_s(e_0-\kappa z)z\,dz
=-\frac{M_s\kappa h_s^3}{12}.$$

The middle of the film lies at $z_f=(h_s+h_f)/2$. If the misfit between film and wafer is uniform through the film, the film stress varies only through bending, as $\sigma-M_f\kappa(z-z_f)$. Writing $z=z_f+(z-z_f)$ in the moment integral leaves two terms:

$$\int_{\rm film}[\sigma-M_f\kappa(z-z_f)]z\,dz
=\sigma h_f\frac{h_s+h_f}{2}-\frac{M_f\kappa h_f^3}{12}.$$

The sum of the two moments is zero. Solving for $\sigma$ gives

$$\boxed{\;\sigma=\frac{\kappa\,(M_sh_s^3+M_fh_f^3)}{6h_f(h_s+h_f)}\;}$$

### The thin-film limit

Put $\eta=h_f/h_s$ and $m=M_f/M_s$. Factoring out the powers of $h_s$ gives

$$\sigma=\frac{M_sh_s^2\kappa}{6h_f}\,
\frac{1+m\eta^3}{1+\eta}.$$

For $\eta\ll1$ and a modulus ratio that is not extreme, the last fraction tends to one. The result is the Stoney equation:

$$\boxed{\;\sigma\simeq\frac{M_sh_s^2}{6h_fR}\;}$$

Each factor has a plain origin. The wafer's resistance to bending grows as $h_s^3$, while the lever arm of the film force grows as $h_s$; their ratio leaves $h_s^2$. The number 6 is the 12 from the moment integral divided by the 2 in the lever arm $h_s/2$.

### The number

In SI units,

$$\sigma=\frac{(180\times10^9\,{\rm Pa})(725\times10^{-6}\,{\rm m})^2}
{6(500\times10^{-9}\,{\rm m})(50\,{\rm m})}
=\frac{9.461\times10^4\,{\rm N}}{1.5\times10^{-4}\,{\rm m^2}} .$$

The stress is **631 MPa**, or 0.631 GPa. This answers part (a).

For a wafer of known modulus and thickness, the curvature determines the product

$$\sigma h_f=\frac{M_sh_s^2}{6R}=315.4\ {\rm N/m},$$

the film force per unit width. The film thickness is needed to turn that force into a stress. If the thickness is overestimated by a small fraction, the stress is underestimated by nearly the same fraction.

### The sign

For part (b), look at which face is concave. The first boxed equation gives $\sigma$ the sign of $\kappa$; the second, written with the positive radius $R$, gives only its size. A tensile film pulls its face inward, so the film side becomes concave. A compressive film pushes outward, and the film side becomes convex. The radius was given without a direction, so the data fix the size of the stress but not its sign.

### What became of the film modulus

Stress measures force per area, and the wafer acts as the spring that weighs this force. The film's own modulus enters the mean stress only through its resistance to bending, the term $m\eta^3$.

Here $\eta=0.0006897$. Taking a rough $M_f=200$ GPa for silicon nitride, the finite-thickness formula gives 630.32 MPa, against 630.75 MPa from the Stoney equation. The extra digits serve to show the difference, about 0.07% of the stress; the data do not justify quoting them as a measurement. Nearly all of the difference comes from the factor $1/(1+\eta)$, which contains no film modulus. The error of leaving out the film modulus alone is the term $m\eta^3\approx4\times10^{-10}$, as a fraction of the stress, and is entirely negligible. This answers part (c).

The stress need not be uniform through the film. Suppose that the misfit stress rises linearly from zero at the wafer to twice its mean at the top. Let $x$ run from $-1$ to $1$ through the film, so that the added stress is $\sigma x$ at distance $xh_f/2$ from the film's middle. Its extra moment is

$$\int_{-1}^{1}\sigma x\left(\frac{h_f x}{2}\right)\frac{h_f}{2}\,dx
=\frac{\sigma h_f^2}{6}.$$

Relative to the main moment $\sigma h_fh_s/2$, this is $\eta/3$, or 0.023%. Minimizing the elastic energy of the layered section numerically gives the same printed change in curvature. A single curvature reading therefore reports the thickness average and says almost nothing about the gradient.

### Initial bow and gravity

For part (d), first convert curvature to bow, the height of the rim above the centre. With wafer radius $a=100$ mm,

$$b=\frac{a^2}{2R}=100\ \mu{\rm m}.$$

This parabola may replace the spherical cap because $a\ll R$.

Suppose that the wafer had a bow of 10 µm before deposition, an assumed value. Ignoring it changes the inferred stress by

$$630.75\ {\rm MPa}\times\frac{10}{100}=63.1\ {\rm MPa},$$

upward or downward according to its direction. The cure is to use the change of curvature,

$$\frac1R=\kappa_{\rm after}-\kappa_{\rm before}.$$

Gravity can be larger still. Let the wafer rest on its rim, with weight per area $q$. Treat it as an isotropic plate with bending rigidity $D=M_sh_s^3/[12(1+\nu)]$. The linear plate equation for upward deflection $w$ is $D\nabla^4w=-q$. Integrating once over a disc of radius $r$, with no singularity at the centre, gives for the slope $\phi=w'$

$$\frac{d}{dr}\left[\frac1r\frac{d(r\phi)}{dr}\right]=-\frac{qr}{2D}
\quad\Rightarrow\quad
\phi=cr-\frac{qr^3}{16D}.$$

The rim carries no bending moment, so $\phi'+\nu\phi/r=0$ at $r=a$. This gives $c=qa^2(3+\nu)/[16D(1+\nu)]$. Integrating the slope from centre to rim,

$$b_g=\frac{ca^2}{2}-\frac{qa^4}{64D}
=\frac{5+\nu}{64(1+\nu)}\frac{qa^4}{D}.$$

An assumed density of 2330 kg/m³ and $\nu=0.278$, the [100] value, give about 24 µm, roughly a quarter of the film's bow.

In linear bending the sag is the same before and after deposition, so subtraction removes it if the support is unchanged. A nonlinear disc calculation with a tensile film on top leaves an error of $-0.46\%$ of the film's bow. The small remainder arises because the two deflections no longer add linearly.

### The real case

The dimensions are those of a 200 mm silicon (001) wafer, and the film parameters suit plasma-deposited silicon nitride. Stresses of several hundred MPa, of either sign, are a rough typical range for such films, so the result is not unusual. Initial flatness should be checked, not assumed: the 10 µm bow above moves the result by 63.1 MPa. Wafer thickness also matters, because it enters squared. If the wafer is 15 µm thicker than assumed, with $R$ and $h_f$ held fixed, the true stress is 4.18% higher than the one calculated.

The temperature of use matters too. A thin film must follow the expansion of the wafer, so a mismatch $\Delta\alpha$ in thermal expansion changes its stress by a magnitude $M_f|\Delta\alpha|\Delta T$. With an assumed mismatch of 1 ppm/K and a step of 330 K between room and deposition temperature, this is 66 MPa. Its sign depends on which material expands more and on whether the temperature rises or falls. The estimate holds the elastic constants fixed and leaves out flow, densification and loss of hydrogen.

The Stoney equation would give 631 MPa for any thin film with the stated thickness and curvature, including a fluorocarbon film. Plausibility must come from elsewhere. In nitride the elastic strain is $\sigma/M_f\approx0.3\%$. In a soft fluorocarbon film with a rough biaxial modulus of 5 GPa, a linear estimate needs about 13%. That is too large for the assumption of small elastic strain, and such a reading should prompt a check of the film thickness and the initial curvature.

## Variation 1: the stress if the wafer is held flat

**Question.** A stiff chuck presses the coated wafer flat. What is the film stress then?

**Solution.** In the free, bent state, the wafer has relieved part of the film's misfit. The strain of the wafer geometry, continued to the middle of the film, is

$$e(z_f)=e_0-\kappa z_f
=-\frac{\sigma h_f}{M_sh_s}-\frac{\kappa(h_s+h_f)}{2}.$$

For a tensile film both terms are negative. Here "held flat" means that the in-plane compression is removed as well as the bending, as for an ideally rigid wafer. Restoring this strain adds $-M_fe(z_f)$ to the film stress:

$$\sigma_{\rm flat}=\sigma\left(1+\frac{M_fh_f}{M_sh_s}\right)
+\frac{M_f\kappa(h_s+h_f)}{2}.$$

The result for the example is 632.25 MPa, against a mean of 630.32 MPa in the bent state. A chuck that removes the bending but leaves the wafer free to contract in its plane would restore slightly less.

To see the size in general, insert the leading relation $\kappa=6\sigma h_f/(M_sh_s^2)$ into the last term. It becomes $3m\eta\sigma$, and the compression term adds $m\eta\sigma$. Thus

$$\sigma_{\rm flat}\simeq\sigma(1+4m\eta).$$

Three quarters of the relief comes from bending and one quarter from compression. Unlike the mean stress in the bent wafer, this quantity depends on the film modulus at first order in $\eta$.

The two finite-thickness formulas were tested together. With the misfit stress set to $\sigma_{\rm flat}$, numerical minimization of the section's energy returned the curvature 0.02 m⁻¹ and the predicted mean stress. The agreement also held for $\eta=0.1$ with $M_f=200$ GPa, and for $\eta=0.3$ with $M_f=3M_s$, where the Stoney equation is no longer accurate.

## Variation 2: when the bowl becomes too deep

**Question.** A flat disc must stretch to become a bowl. How does this alter the Stoney equation?

**Solution.** Assume uniform curvature, $w=\kappa r^2/2$, and treat the wafer as isotropic. If $u$ is the radial displacement, the midplane strains are

$$e_r=u'+\frac{(w')^2}{2}=u'+\frac{\kappa^2r^2}{2},
\qquad e_\theta=\frac ur .$$

Eliminating $u$ gives the condition $e_r-(re_\theta)'=\kappa^2r^2/2$. In-plane equilibrium requires $(r\sigma_r)'=\sigma_\theta$, and the radial stress must vanish at the free rim. With $s=r^2/a^2$, try

$$\sigma_r=A(1-s),\qquad \sigma_\theta=A(1-3s).$$

These satisfy equilibrium and the rim condition. By Hooke's law, $Ee_r=\sigma_r-\nu\sigma_\theta$ and $Ee_\theta=\sigma_\theta-\nu\sigma_r$. Since $(rs)'=3s$,

$$E[e_r-(re_\theta)']
=A[(1-s)-\nu(1-3s)]-A[(1-9s)-\nu(1-3s)]=8As .$$

Setting this equal to $E\kappa^2a^2s/2$ gives $A=E\kappa^2a^2/16$.

Equal areas of the disc correspond to equal intervals of $s$. The averages of $(1-s)^2$, $(1-3s)^2$ and $(1-s)(1-3s)$ are $1/3$, 1 and 0. The mean stretching energy per area is therefore

$$\frac{h_s}{2E}\left\langle\sigma_r^2+\sigma_\theta^2-2\nu\sigma_r\sigma_\theta\right\rangle
=\frac{2h_sA^2}{3E}=\frac{Eh_s\kappa^4a^4}{384}.$$

Bending costs $\int M_s\kappa^2z^2dz=M_sh_s^3\kappa^2/12$. The film, with force per width $f=\sigma h_f$, acts on a surface strain $-\kappa h_s/2$ in two directions and contributes $-fh_s\kappa$. Its uniform compression of the wafer does not couple to the stretching, because $\sigma_r+\sigma_\theta$ averages to zero. Setting the derivative of the total energy with respect to $\kappa$ to zero,

$$\frac{M_sh_s^3\kappa}{6}+\frac{Eh_sa^4\kappa^3}{96}-fh_s=0 .$$

Divide by $h_s$, use $E/M_s=1-\nu$, and define $K=a^2\kappa/(4h_s)$:

$$\sigma\simeq\frac{M_sh_s^2\kappa}{6h_f}\left[1+(1-\nu)K^2\right].$$

Since the bow is $a^2\kappa/2$, $K$ is half the ratio of bow to wafer thickness. Here $K=0.069$. For the curvature averaged over the wafer, the correction to the stress is 0.343% with the [100] Poisson ratio and 0.447% with the [110] value of 0.061.

A solution of the nonlinear disc equations that lets the curvature vary with radius gives 0.339% and 0.440%. It holds the film force at 315.4 N/m and takes the average curvature, equal to the rim slope divided by $a$, which is slightly below 0.02 m⁻¹. The bent wafer is flatter near its centre, so a curvature found from the bow or at the centre needs a larger correction, still below 1% here. The two isotropic calculations indicate the size for silicon; they do not replace an anisotropic plate calculation.

The correction grows quickly on thinner wafers. For the same film force and wafer radius, the Stoney curvature varies as $1/h_s^2$, so $K$ varies as $1/h_s^3$. Halving the wafer thickness raises $K$ by a factor of 8 and the leading correction by a factor of 64, to between a fifth and a third of the Stoney stress, depending on the Poisson ratio used. This is only a rough size, because it evaluates the leading term at the Stoney curvature, whereas the actual average curvature is smaller and the curvature varies with radius. The linear equation is then inadequate, and a full nonlinear calculation is the safer choice.

The computed values used here are collected in the numerical output below.

## Computed values

```
GIVEN DATA AND MAIN RESULT
film thickness: 500 nm
wafer thickness: 725 um
wafer biaxial modulus: 180 GPa
radius of curvature: 50 m
curvature: 0.02 1/m
film stress, Stoney: 630.75 MPa
film stress, Stoney: 0.631 GPa
film force per width: 315.4 N/m
FINITE FILM THICKNESS
rough film biaxial modulus: 200 GPa
thickness ratio film/wafer: 0.0006897
mean film stress, finite thickness: 630.32 MPa
film stress if held flat: 632.25 MPa
curvature change from graded stress: 0.023 %
SILICON (001), ROUGH ELASTIC CONSTANTS
C11: 166 GPa
C12: 64 GPa
C44: 80 GPa
biaxial modulus from constants: 180.7 GPa
Young modulus along [100]: 130.4 GPa
Young modulus along [110]: 169.7 GPa
Poisson ratio along [100]: 0.278
Poisson ratio along [110]: 0.061
wrong stress if E[100] replaces M: 457 MPa
NEGLECTED EFFECTS, ROUGH INPUTS
wafer radius: 100 mm
bow from film: 100 um
bending parameter K: 0.069
nonlinear correction, nu[100], disc solution: 0.339 %
nonlinear correction, nu[100], estimate: 0.343 %
nonlinear correction, nu[110], disc solution: 0.44 %
nonlinear correction, nu[110], estimate: 0.447 %
assumed initial bow: 10 um
stress error if initial bow ignored: 63.1 MPa
assumed wafer density: 2330 kg/m3
gravity sag on rim support: 23.9 um
sag relative to film bow: 23.9 %
bow error left after subtraction: -0.46 %
assumed wafer thickness error: 15 um
resulting stress error: 4.18 %
assumed expansion mismatch: 1 ppm/K
assumed temperature step: 330 K
size of thermal stress change: 66 MPa
PLAUSIBILITY OF THE FILM
elastic strain in nitride: 0.315 %
rough fluorocarbon biaxial modulus: 5 GPa
linear strain needed in fluorocarbon: 12.6 %
```
